# Acoustic-phonon cooling of doped graphene: the fourth-power law and its limits

## Definitions and conventions

Atomic units are used in the algebra, with $\hbar=1$, $k_B=1$ and temperatures written as energies. Near each Dirac point graphene has the bands $E=\pm vk$, where $v$ is the Dirac velocity. Two spins and two valleys give four copies. The sheet is electron doped, with Fermi energy $E_F=vk_F$; hole doping gives the same result by the symmetry of the bands.

The electrons have temperature $T_e$ and chemical potential $\mu$. The lattice has temperature $T_l$, mass per area $\rho$, and longitudinal acoustic phonons of frequency $\omega=sq$ with $s\ll v$. The coupling is $D\,\nabla\cdot\mathbf u$, where $\mathbf u$ is the in-plane displacement and $D$ is a constant effective deformation potential. $P$ is the net power per area passing from electrons to lattice, positive for $T_e>T_l$. The result to be derived is

$$P=\frac{D^2E_F^4\,(T_e-T_l)}{2\pi\rho v^6}.\tag{1}$$

It requires $E_F\gg T_e$, so that the electrons are degenerate, and $T_e,T_l\gg T_{BG}$ with

$$T_{BG}=2sk_F .\tag{2}$$

This is the energy of the phonon with $q=2k_F$, the largest momentum that a nearly elastic collision at the Fermi circle can transfer. Since $T_{BG}/E_F=2s/v\ll1$, there is a window of temperature between the two limits. Equation (1) describes one channel: emission and absorption of single phonons with momentum conserved.

## The coupling

For a sheet of area $A$ the longitudinal displacement is a sum of modes with amplitude $(2\rho A\omega)^{-1/2}$, the zero-point amplitude of an oscillator of mass $\rho A$. The divergence multiplies this by $q$. The Dirac spinors at directions $\theta_k$ and $\theta_{k'}$ are $(1,e^{i\theta_k})/\sqrt2$ and $(1,e^{i\theta_{k'}})/\sqrt2$. With $\theta=\theta_{k'}-\theta_k$ their squared overlap is $|1+e^{i\theta}|^2/4=(1+\cos\theta)/2$. Hence

$$|M|^2=\frac{D^2q^2}{2\rho A\omega}\,\frac{1+\cos\theta}{2}.\tag{3}$$

Backscattering, $\theta=\pi$, is forbidden.

## The energy balance

Let $\mathbf k$ be the upper state, of energy $E$, and $\mathbf k'$ the lower, of energy $E'=E-\omega$. Write $f=f(E)$, $f'=f(E')$, and $n_e$, $n_l$ for the Bose function of $\omega$ at $T_e$ and $T_l$. The phonons have occupation $n_l$. Emission minus absorption, each weighted by $\omega$, gives

$$P=\frac4A\sum_{\mathbf k\mathbf k'}2\pi\omega|M|^2\delta(E-E'-\omega)\big[f(1-f')(n_l+1)-f'(1-f)n_l\big].\tag{4}$$

The Fermi function obeys $f/(1-f)=e^{-(E-\mu)/T_e}$, so $f(1-f')=e^{-\omega/T_e}f'(1-f)$. Therefore

$$f'-f=f'(1-f)-f(1-f')=f(1-f')\,(e^{\omega/T_e}-1),$$

which means $f(1-f')=(f'-f)n_e$ and $f'(1-f)=(f'-f)(n_e+1)$. The bracket in (4) becomes

$$(f'-f)\big[n_e(n_l+1)-(n_e+1)n_l\big]=(f'-f)(n_e-n_l).\tag{5}$$

No expansion has been made. The power vanishes at $T_e=T_l$, as it must.

## Classical phonons and nearly elastic collisions

For $\omega\ll T$ the Bose function is

$$n(\omega,T)=\frac T\omega-\frac12+\frac{\omega}{12T}-\dots\tag{6}$$

The constant cancels in the difference, so at leading order $n_e-n_l=(T_e-T_l)/\omega$. This does not require $T_e-T_l$ to be small. For $\omega\ll T_e$ one also has $f'-f=\omega(-\partial f/\partial E)$. Finally, $s\ll v$ makes the energy transfer small beside $E_F$, and the delta function becomes $\delta(E-E')$.

The product $\omega|M|^2$ contains no $\omega$, and the two factors just found contribute $1/\omega$ and $\omega$. The sound speed thus drops out. Replacing each sum by $A\int d^2k/(2\pi)^2$ gives

$$P=\frac{4\pi D^2(T_e-T_l)}{\rho}\int\!\frac{d^2k}{(2\pi)^2}\int\!\frac{d^2k'}{(2\pi)^2}\,q^2\,\frac{1+\cos\theta}{2}\,\delta(E-E')\left(-\frac{\partial f}{\partial E}\right).\tag{7}$$

For $k'=k$, $q^2=2k^2(1-\cos\theta)$, and the overlap turns this into $k^2\sin^2\theta$. The inner integral is

$$\frac{1}{4\pi^2}\,\frac kv\int_0^{2\pi}k^2\sin^2\theta\,d\theta=\frac{k^3}{4\pi v}.$$

With $d^2k/(2\pi)^2\to k\,dk/(2\pi)$ and $k=E/v$, the prefactor is $4\pi\cdot\frac1{2\pi}\cdot\frac1{4\pi}=\frac1{2\pi}$, and

$$P=\frac{D^2(T_e-T_l)}{2\pi\rho v^6}\int E^4\left(-\frac{\partial f}{\partial E}\right)dE.\tag{8}$$

For degenerate electrons $-\partial f/\partial E$ is a narrow peak of unit area at $E_F$, and (1) follows. Two of the four powers of $E_F$ come from the densities of initial and final states, and two from $q^2$, since a larger Fermi circle allows shorter phonons. With constants restored,

$$P=\frac{\hbar D^2E_F^4\,k_B(T_e-T_l)}{2\pi\rho(\hbar v)^6}.\tag{9}$$

Numerical integration of (4), with finite $s$ and full occupations, tests these steps. For $v=1$, $s=10^{-4}$, $T_e=0.0044$ and $T_l=0.004$, doubling $E_F$ from 1 to 2 gives an exponent within 0.002 of 4. For $E_F=1$, $T_l=0.004$ and $T_e=0.012$, three times the lattice temperature, the power agrees with (1) to 0.3%.

## Thermal smearing and the neutral sheet

Put $E=\mu+T_ex$ in (8). The weight $-\partial f/\partial x$ is even, with $\langle x^2\rangle=\pi^2/3$ and $\langle x^4\rangle=7\pi^4/15$. Letting $E$ run over both signs includes the valence band. Then

$$\int E^4\left(-\frac{\partial f}{\partial E}\right)dE=\mu^4+2\pi^2\mu^2T_e^2+\frac{7\pi^4}{15}T_e^4.\tag{10}$$

At fixed density $\mu$ falls on heating. The density is proportional to $\int Ef\,dE=\frac12\int E^2(-\partial f/\partial E)\,dE$, so, up to terms of order $e^{-\mu/T_e}$, $\mu^2+\pi^2T_e^2/3=E_F^2$. To order $T_e^2$, $\mu^4=E_F^4-\frac{2\pi^2}{3}E_F^2T_e^2$. Adding the second term of (10) gives the relative correction to (1)

$$\delta_{th}=\left(2-\frac23\right)\pi^2\frac{T_e^2}{E_F^2}=\frac{4\pi^2}{3}\frac{T_e^2}{E_F^2}.\tag{11}$$

At the neutral point, $\mu=0$, the last term of (10) alone remains:

$$P=\frac{7\pi^3D^2T_e^4(T_e-T_l)}{30\rho v^6}.\tag{12}$$

Temperature takes over the role of the Fermi energy. For comparable $T_e$ and $T_l$ the phonons are still classical, because typical momenta are of order $T_e/v$ and typical phonon energies of order $(s/v)T_e$.

## Quantum phonons and the cold limit

The next term of (6) changes the occupation difference to

$$n_e-n_l=\frac{T_e-T_l}{\omega}\left(1-\frac{\omega^2}{12T_eT_l}\right).$$

On the Fermi circle $\omega^2=2s^2k_F^2(1-\cos\theta)$. Its mean with weight $\sin^2\theta$ is $2s^2k_F^2=T_{BG}^2/2$, because the cosine term averages to zero. The relative correction is

$$\delta_{q}=-\frac{T_{BG}^2}{24\,T_eT_l}.\tag{13}$$

Far below $T_{BG}$ the series fails. The electron factor still integrates to $\int(f'-f)\,dE=\omega$, so relative to (1) the power is

$$\frac{\int_0^\pi\sin^2\theta\;\omega(n_e-n_l)\,d\theta}{(\pi/2)(T_e-T_l)}.$$

Thermal phonons now permit only small angles, where $\omega=sk_F\theta$ and $\sin^2\theta\approx\theta^2$. Using $\int_0^\infty x^3dx/(e^x-1)=\pi^4/15$, the numerator is $\pi^4(T_e^4-T_l^4)/[15(sk_F)^3]$. For constant $D$, multiplication by (1) gives

$$P=\frac{\pi^2D^2E_F\,(T_e^4-T_l^4)}{15\,\rho\,v^3s^3}.\tag{14}$$

The fourth power has moved from the Fermi energy to the temperatures, and the sound speed has returned.

## Cooling time

The density of states for all four copies is $\nu=2E_F/(\pi v^2)$. The electronic heat capacity per area is $C=\pi^2\nu T/3=2\pi E_FT/(3v^2)$. For a small excess temperature, $C\,dT_e/dt=-P$ gives exponential relaxation with

$$\tau_c=\frac{C(T_e-T_l)}{P}=\frac{4\pi^2\rho v^4T_l}{3D^2E_F^3}.\tag{15}$$

Heavier doping shortens the time as $E_F^{-3}$, one power less than in $P$, because the heat capacity also grows.

## Worked example

Take a clean suspended sheet with $E_F=0.15$ eV, $T_e=120$ K and $T_l=100$ K. Rough typical parameters are $\hbar v=6.6$ eV Å, $\hbar s=0.13$ eV Å and $D=20$ eV. The lattice constant 2.46 Å and the carbon mass give $\rho=4.584$ u/Å$^2$.

The Fermi wavevector is $0.15/6.6=0.0227$ Å$^{-1}$, and the density $k_F^2/\pi$ is $1.64\times10^{-4}$ Å$^{-2}$. Equation (2) gives $T_{BG}=69$ K. The ratio $k_BT_e/E_F$ is 0.069. The sheet is therefore well degenerate, while the phonons are only moderately classical.

For (9), $k_B(T_e-T_l)=0.01034/6=0.001723$ eV, $\hbar=6.582\times10^{-16}$ eV s, and 1 u is $1.0364\times10^{-28}$ eV s$^2$/Å$^2$, so $\rho=4.751\times10^{-28}$ eV s$^2$/Å$^4$. Then

$$P=\frac{(6.582\times10^{-16})(20)^2(0.15)^4(0.001723)}{2\pi(4.751\times10^{-28})(6.6)^6}\approx931\ \text{eV/(s Å}^2),$$

which is 1.5 W/cm$^2$. The full golden rule gives 972 in the same unit, a factor 1.044 above the law. Equations (11) and (13) predict $0.0625-0.0163=0.046$ for the excess.

The two corrections vary as $E_F^{-2}$ and $E_F^2$, so both lower the local exponent when the temperatures are fixed:

$$\frac{d\ln P}{d\ln E_F}\approx4+\frac{-2\delta_{th}+2\delta_q}{1+\delta_{th}+\delta_q}=4-\frac{0.1576}{1.046}=3.85.\tag{16}$$

The full calculation also gives 3.85. With the same temperatures, the ratio of full power to law is 1.13 at 0.10 eV, 1.005 at 0.20 eV and 0.95 at 0.30 eV. The close agreement at 0.20 eV reflects a cancellation: there $\delta_{th}\approx0.035$ and $\delta_q\approx-0.029$.

Equation (15) gives a cooling time of 115 ps, and the full calculation about 111 ps. Both refer to this channel alone; the further channels estimated below would shorten the time.

## What the coupling constant must contain

Mobile carriers screen a scalar potential. In the Thomas–Fermi approximation a total potential $\phi$ changes the density by $-\nu\phi$, which acts back through the Coulomb interaction $2\pi/q$ of a sheet in vacuum. Thus $\phi=\phi_0-(2\pi\nu/q)\phi$, or

$$\phi=\frac{q}{q+q_{TF}}\,\phi_0,\qquad q_{TF}=2\pi\nu=\frac{4k_F}{v}.\tag{17}$$

Here $q_{TF}=8.7k_F$, so screening is strong. On the Fermi circle it multiplies the power by

$$S=\frac2\pi\int_0^\pi\sin^2\theta\left(\frac{q}{q+q_{TF}}\right)^2d\theta,\qquad q=2k_F\sin\frac\theta2.\tag{18}$$

Both $q$ and $q_{TF}$ scale with $k_F$, so $S$ is independent of doping and the $E_F^4$ law survives. The prefactor does not: $S=0.019$. At $T_e=120$ K the factor is 0.021, since carriers above $E_F$ transfer larger, less screened momenta. The value $D=20$ eV must therefore be read as an effective coupling, not as the bare potential, which would make the power about fifty times smaller. Nor is it realistic as a purely scalar potential after screening: that would need a bare value of $20/\sqrt{0.019}\approx145$ eV, far more than is expected for graphene. It serves here as an illustrative strength, and the absolute powers and times of the example share that limitation. A constant $D$ is then an average over the Fermi circle, and (11) and (13) hold for that approximation. If the screened coupling is kept inside the golden rule, and normalized so that the degenerate classical limit is still (1), the worked example gives 1.14 times the law instead of 1.044, and a local exponent of 3.66 instead of 3.85. These values keep $q_{TF}$ at its zero-temperature value; with the static polarizability taken at $T_e$ the ratio is still 1.14 and the exponent is 3.69. Nor can a constant $D$ be carried into the cold limit: at small $q$ the screened scalar coupling falls as $q/q_{TF}$, the angular integral behind (14) gains a factor $\theta^2$, and the scalar part of the power follows $T_e^6-T_l^6$ instead.

Strain also changes the bond lengths unequally and displaces the Dirac points. This adds $B\,\boldsymbol\sigma\cdot\mathbf a$ with $\mathbf a=(u_{xx}-u_{yy},-2u_{xy})$. For a phonon along angle $\varphi$, $\mathbf a$ has magnitude $q$ per unit displacement and points along $-2\varphi$ for the longitudinal branch, and at right angles to that for the transverse one. The squared spinor element of $\boldsymbol\sigma\cdot\mathbf a$ is $a^2[1+\cos(\theta_k+\theta_{k'}-2\varphi_a)]/2$, where $\varphi_a$ is the direction of $\mathbf a$. The cosine changes sign between the branches, so their sum is $B^2q^2$, with angular mean $2B^2k^2$. The scalar coupling gives $D^2k^2/2$. Interference between the two varies as a cosine of three times the crystal angle and averages to zero. Since sound speeds cancel, the added fraction is

$$\frac{4B^2}{D^2}=\frac{4\cdot3^2}{20^2}=0.09\tag{19}$$

for a rough $B=3$ eV. This part also follows $E_F^4$. Were 20 eV the bare potential, the shear part would exceed the screened scalar part by a factor $0.09/0.019\approx5$.

## Channels outside the law

**Defects.** A defect can absorb momentum and so open the whole thermal phonon spectrum. Let it act on one sublattice, with strength $u\Pi$ and $\Pi=(1\pm\sigma_z)/2$, without mixing valleys. A phonon vertex $W$, with $W^2=D^2q^2/(2\rho\omega)$, may come before or after the defect. For $q\gg k_F$ the intermediate propagators are $\pm\boldsymbol\sigma\cdot\mathbf q/(vq^2)$, and the amplitude contains the commutator $[\Pi,\boldsymbol\sigma\cdot\mathbf q]$, a Pauli matrix of magnitude $q$. Its mean square over directions is $W^2u^2/(2v^2q^2)$.

Let $\nu_1=\nu/4$, let $n_i$ be the defect density and $\ell$ the mean free path. The elastic rate $v/\ell=2\pi n_iu^2\nu_1/4$ gives $n_iu^2=2E_F/(\pi\nu_1k_F\ell)$. The electron energy integral again gives $\omega(n_e-n_l)$, so

$$P_d=8\pi\nu_1^2\,\frac{n_iu^2}{2v^2}\,\frac{D^2}{2\rho}\int_0^\infty\frac{q\,dq}{2\pi}\,sq\,(n_e-n_l).$$

The integral is $\zeta(3)(T_e^3-T_l^3)/(\pi s^2)$. Dividing by (1),

$$\frac{P_d}{P}=\frac{4\zeta(3)}{\pi}\,\frac{T_e^2+T_eT_l+T_l^2}{(sk_F)^2\,k_F\ell}.\tag{20}$$

A defect-limited mobility of $10^5$ cm$^2$/Vs corresponds to $k_F\ell=340$, and the ratio is 0.14. The phonons that carry this power have $q$ near $12k_F$ on average, so the large-$q$ amplitude is adequate. The constant $D$ is the weaker step. A scalar potential is screened less at such $q$ than on the Fermi circle, and static screening with interband transitions included raises the ratio to about 0.36.

**Bending phonons.** A free sheet of rigidity $K$ has out-of-plane modes $\omega_p=\sqrt{K/\rho}\,p^2$. A height $h$ stretches the sheet by $(\nabla h)^2/2$, so an electron can emit two such phonons of nearly opposite momenta. The pair amplitude is $Dp^2/(2\rho A\omega_p)=D/(2A\sqrt{K\rho})$. Let the pair energy be $\Omega=2\omega_p$ and $n=n_l(\Omega/2)$. The identities $n^2=(1+2n)n_l(\Omega)$ and $(1+n)^2=(1+2n)[1+n_l(\Omega)]$ reduce emission minus absorption to $(1+2n)(n_e-n_l)$, with $1+2n=\coth(\Omega/4T_l)$. A factor $\frac12$ from the mean overlap, another for counting each pair once, and $d^2p/(2\pi)^2=\sqrt{\rho/K}\,d\Omega/(8\pi)$ give

$$P_b=\frac{\nu_1^2D^2}{16K^{3/2}\rho^{1/2}}\int_0^\infty\Omega^2\coth\frac{\Omega}{4T_l}\,\big[n_e(\Omega)-n_l(\Omega)\big]d\Omega.\tag{21}$$

For $K=1$ eV this is 0.81 of the law, nearly as large as the channel under study. The share varies as $K^{-3/2}$, so the rough rigidity matters: $K=1.4$ eV would give 0.49. It grows as $E_F^2$, so its share falls as $E_F^{-2}$ at fixed temperatures. The estimate assumes a sheet without tension and the same effective $D$. With a screened scalar potential, normalized on the Fermi circle as before, the share would be about 0.42 for elastic scattering on the Fermi circle, because pair emission favours smaller momentum transfers, which are screened more strongly. Keeping the energy transfer and the thermal spread of the carriers raises it to about 0.46.

**Optical phonons.** One effective mode of energy 0.16 eV and coupling 10 eV/Å, put into the same golden rule, adds 0.014 of the law in the example. With lattice and electrons at 300 and 320 K, and the other parameters unchanged, it gives 76 times the law. At the electron temperature the Bose function of the mode is about $2\times10^{-7}$ in the first case and $3\times10^{-3}$ in the second, still small but enough for this channel to dominate.

## Comparison with real sheets

The mobility is in the range associated with clean graphene. The value of $D$ is of the size found when one constant coupling is fitted to the resistivity. Such a fit may already include the shear part, and any uncertainty in $D$ enters squared. The density, $1.6\times10^{12}$ cm$^{-2}$, is high for a suspended sheet. The phonons are also assumed to stay at $T_l$. The modes with $q<2k_F$ number only $k_F^2/\pi$ per area, and at the power of the example they would warm by 20 K in about 300 ps. Unless they pass on their energy faster than that, they heat up and the cooling slows. Another assumption that such a sheet can break is that single in-plane phonons carry all the heat. If the estimates for shear, defects, bending and optical modes are simply added, they contribute about 1.05 times the law for constant $D$, or about 0.9 with the screened scalar coupling, so the total cooling is about twice (1), and its dependence on doping is weaker than $E_F^4$. On a polar substrate, surface phonons open a further channel that is not estimated here. In this model, a fourth-power dependence of the total cooling calls for low disorder, suppressed bending motion, frozen optical modes and temperatures between $T_{BG}$ and $E_F$. The values used are collected in the numerical output.

## Calculated quantities

```
INPUTS (rough typical values)
Fermi energy EF = 0.15 eV
electron temperature Te = 120 K
lattice temperature Tl = 100 K
hbar v = 6.6 eV angstrom
hbar s = 0.13 eV angstrom
effective deformation potential D = 20 eV
lattice constant = 2.46 angstrom
carbon mass = 12.011 u
defect-limited mobility = 100000 cm2/Vs
shear coupling B = 3 eV
bending rigidity = 1 eV
optical phonon energy = 0.16 eV
optical coupling = 10 eV/angstrom
INTERMEDIATE VALUES
mass density = 4.584 u/angstrom^2
kF = 0.02273 1/angstrom
carrier density = 1.644e-04 1/angstrom^2
T_BG = 68.6 K
kB Te = 0.01034 eV
kB Te / EF = 0.0689
s / v = 0.0197
RESULTS
power, law = 931.1 eV/(s angstrom^2)
power, law = 1.4918 W/cm2
power, full golden rule = 972.4 eV/(s angstrom^2)
full / law = 1.0443
thermal correction = +0.0625
quantum phonon correction = -0.0163
local exponent of EF, full = 3.851
cooling time, law = 115.0 ps
cooling time, full = 110.5 ps
FULL / LAW AT OTHER FERMI ENERGIES (same Te, Tl)
EF = 0.10 eV: 1.1305
EF = 0.20 eV: 1.0048
EF = 0.30 eV: 0.9516
NEGLECTED EFFECTS (power relative to law)
Thomas-Fermi wavevector / kF = 8.73
screening factor for bare D, at EF = 0.0190
same, full golden rule at Te = 0.0208
shear coupling adds = 0.090
kF times mean free path = 340
thermal phonon q / kF = 2.92
defect-assisted cooling adds = 0.139
thermal bending p / (2 kF) = 11.8
bending-phonon pairs add = 0.808
optical, 120 K on 100 K, adds = 1.35e-02
optical, 320 K on 300 K, adds = 76.04
```
